\section*{Correlated Collisions and the Low-Energy Critical Angle for Axial Channelling}

\section{Steering by a row of atoms at low energy}

An ion that enters a crystal at a small angle to a close-packed row meets the atoms of that row one after another. If each deflects it slightly in the same direction, the row acts as a repulsive wall and turns the ion back into the open channel. Above some critical angle this steering fails. For a wall of given height the transverse energy $E\psi^2$ has a fixed limit, so the angle would vary as $E^{-1/2}$. At low energy a different limit comes first: the ion must meet several atoms during one reflection, or there is no wall. This section derives the resulting angle and shows under which condition it varies as $E^{-1/4}$.

\subsection{The string potential}

Let the ion have atomic number $Z_1$, mass $M_1$, speed $v$ and kinetic energy $E=M_1v^2/2$. The row consists of fixed atoms $Z_2$ with spacing $d$ along $z$. Gaussian units are used. The interaction with one atom is taken as Lindhard's standard potential,
\begin{equation}
V(R)=Z_1Z_2e^2\left[\frac1R-\frac{1}{\sqrt{R^2+C^2a^2}}\right],\qquad C^2=3,
\label{eq:atom}
\end{equation}
with the Thomas--Fermi screening length
\begin{equation}
a=\left(\frac{9\pi^2}{128}\right)^{1/3}\frac{a_{\rm B}}{\sqrt{Z_1^{2/3}+Z_2^{2/3}}},
\end{equation}
where $a_{\rm B}$ is the Bohr radius. At distance $r$ from the row, the potential averaged along $z$ is $U(r)=d^{-1}\int V\,dz$. Each term of \eqref{eq:atom} diverges logarithmically when integrated alone, so the integral is first cut at $\pm L$:
\begin{align}
U(r)&=\frac{2Z_1Z_2e^2}{d}\lim_{L\to\infty}\left[\operatorname{arsinh}\frac Lr-\operatorname{arsinh}\frac{L}{\sqrt{r^2+C^2a^2}}\right]\nonumber\\
&=\frac{Z_1Z_2e^2}{d}\ln\left(1+\frac{C^2a^2}{r^2}\right),
\label{eq:string}
\end{align}
because $\operatorname{arsinh}x\to\ln 2x$ for large $x$. For $r\gg Ca$ the logarithm may be expanded:
\begin{equation}
U(r)\simeq\frac{A}{r^2},\qquad A=\frac{Z_1Z_2e^2C^2a^2}{d}.
\label{eq:tail}
\end{equation}
This inverse-square tail will decide the energy exponent.

\subsection{From separate kicks to a smooth wall}

Consider motion in a plane containing the row, with small angle $\theta=dr/dz$ to it. In the impulse approximation the ion passes an atom on a straight line at constant speed. The transverse momentum it gains is
\begin{equation}
\Delta p_\perp=-\frac1v\int\frac{\partial V}{\partial r}\,dz=-\frac{d}{v}\,U'(r).
\end{equation}
Division by $p=M_1v$, with $M_1v^2=2E$, gives the change of angle. Between atoms the ion flies freely over the length $d$. The row is therefore described by the map
\begin{equation}
r_{n+1}=r_n+d\,\theta_n,\qquad
\theta_{n+1}=\theta_n-\frac{d}{2E}\,U'(r_{n+1}).
\label{eq:map}
\end{equation}

If $r$ and $\theta$ change little from one atom to the next, the differences become derivatives and $2E\,r''=-U'(r)$. Multiplying by $r'$ and integrating gives
\begin{equation}
E\,r'^2+U(r)=E\psi^2 ,
\label{eq:cons}
\end{equation}
where $\psi$ is the angle far from the row. At the closest approach $r_m$ the slope vanishes, so
\begin{equation}
E\psi^2=U(r_m).
\label{eq:turn}
\end{equation}
Were the smallest permitted $r_m$ a fixed length, \eqref{eq:turn} would give $\psi\propto E^{-1/2}$ at every energy. The smooth description, however, sets its own limit on $r_m$.

\subsection{The requirement of correlated collisions}

In the tail \eqref{eq:tail} the smooth path can be found in closed form. Equation \eqref{eq:turn} gives $A=E\psi^2r_m^2$, and \eqref{eq:cons} becomes
\begin{equation}
r'^2=\psi^2\left(1-\frac{r_m^2}{r^2}\right).
\end{equation}
With $w=r^2$ and $w'=2rr'$ this reads $w'=\pm2\psi\sqrt{w-r_m^2}$. Its integral is $\sqrt{w-r_m^2}=\psi|z|$, or
\begin{equation}
r^2=r_m^2+\psi^2z^2 .
\label{eq:path}
\end{equation}
The repulsive force $2A/r^3$ thus acts mainly over a length $r_m/\psi$ on either side of the turning point. The collisions act together only if this length contains the next atom, $r_m/\psi\ge d$. The condition is
\begin{equation}
r_m\ge d\,\psi .
\label{eq:corr}
\end{equation}
Since $U$ decreases with $r$, \eqref{eq:turn} and \eqref{eq:corr} require $E\psi^2\le U(d\psi)$. The left side rises with $\psi$ and the right side falls, so there is one limiting angle $\psi_c$:
\begin{equation}
E\psi_c^2=U(d\psi_c).
\label{eq:crit}
\end{equation}

\subsection{The energy exponent and its two limits}

Take the logarithm of \eqref{eq:crit} and differentiate with respect to $\ln E$. With $q=d\ln\psi_c/d\ln E$ and $s=-d\ln U/d\ln r$ at $r=d\psi_c$, the result is $1+2q=-sq$, hence
\begin{equation}
\frac{d\ln\psi_c}{d\ln E}=-\frac{1}{2+s}.
\label{eq:exp}
\end{equation}
This holds for any decreasing string potential. For the standard potential, set $y=(d\psi_c)^2/(C^2a^2)$. Then $U\propto\ln(1+1/y)$, and since $d\ln y=2\,d\ln r$,
\begin{equation}
s=\frac{2}{(1+y)\ln(1+1/y)} .
\label{eq:s}
\end{equation}

\textit{High energy.} Here $\psi_c$ is small, $y\to0$ and $s\simeq2/\ln(1/y)\to0$. Define
\begin{equation}
\psi_1=\sqrt{\frac{2Z_1Z_2e^2}{Ed}} .
\label{eq:psi1}
\end{equation}
Equation \eqref{eq:crit} with \eqref{eq:string} then reads
\begin{equation}
\psi_c^2=\frac{\psi_1^2}{2}\ln\left(1+\frac{C^2a^2}{d^2\psi_c^2}\right),
\label{eq:full}
\end{equation}
so $\psi_c$ follows $\psi_1\propto E^{-1/2}$ up to a slowly varying factor.

\textit{Low energy.} Here $y\gg1$, and expansion of \eqref{eq:s} gives $s\simeq2-1/y\to2$. The exponent tends to $-1/4$. Expanding the logarithm in \eqref{eq:full} and multiplying by $\psi_c^2$ gives $\psi_c^4=C^2a^2\psi_1^2/(2d^2)$. The limiting angle is
\begin{equation}
\psi_2=\sqrt{\frac{Ca\,\psi_1}{\sqrt2\,d}}=\left(\frac{A}{Ed^2}\right)^{1/4}\propto E^{-1/4}.
\label{eq:psi2}
\end{equation}
The regimes meet near $\psi_1=a/d$, that is, near
\begin{equation}
E'=\frac{2Z_1Z_2e^2d}{a^2}.
\label{eq:cross}
\end{equation}

The change of exponent has a direct reading. As $E$ falls, the permitted angle grows, and with it the distance $d\psi_c$ at which the ion must turn. The usable barrier $U(d\psi_c)$ therefore shrinks, and the angle grows more slowly than $E^{-1/2}$. As a low-energy limit, the value one quarter needs both the correlation condition and the inverse-square tail.

The approach to the limits is slow on the upper side. From \eqref{eq:exp} and \eqref{eq:s} the exponent is $-0.252$ at $E=10^{-4}E'$, $-0.332$ at $E'$, and still only $-0.436$ at $10^3E'$.

\subsection{Why the scaling does not depend on the chosen threshold}

Condition \eqref{eq:corr} was an estimate of where the smooth wall fails, and one could have asked for $r_m\ge2d\psi$ instead. The map shows what survives such a change. In the tail, $-U'=2A/r^3$, and the kick in \eqref{eq:map} is $dA/(Er^3)$. Put $r=\lambda\rho$ and $\theta=(\lambda/d)\phi$. Then
\begin{equation}
\rho_{n+1}=\rho_n+\phi_n,\qquad
\phi_{n+1}=\phi_n+\frac{Ad^2}{E\lambda^4}\,\frac{1}{\rho_{n+1}^3}.
\end{equation}
The choice $\lambda^4=Ad^2/E$ removes every parameter. The unit of angle is then $\lambda/d=(A/Ed^2)^{1/4}=\psi_2$. Any threshold set on the relative change between entry and exit angle must give a pure number times $\psi_2$. Within the map and the tail, the exponent $-1/4$ is thus independent of the threshold, which affects the prefactor alone.

How sharp is the failure? A row of kicks is the smooth force multiplied by $1+2\sum_{m\ge1}\cos[2\pi m(z-z_0)/d]$, where $z_0$ is the position of an atom relative to the turning point. Keep $m=1$ and write $k=2\pi/d$. The transverse energy $E_\perp=Er'^2+U$ then changes at the rate $-2(dU/dz)\cos k(z-z_0)$. On the path \eqref{eq:path} $U$ is even in $z$, so only the part $\sin kz\,\sin kz_0$ of the cosine contributes. One integration by parts gives, to first order,
\begin{align}
\Delta E_\perp&=2k\sin(kz_0)\int_{-\infty}^{\infty}\frac{A\cos kz}{r_m^2+\psi^2z^2}\,dz
=2k\sin(kz_0)\,\frac{\pi A}{r_m\psi}\,e^{-kr_m/\psi}.
\end{align}
Division by $E\psi^2=A/r_m^2$ yields
\begin{equation}
\frac{\Delta E_\perp}{E\psi^2}=2\pi\kappa e^{-\kappa}\sin(kz_0),\qquad
\kappa=\frac{2\pi r_m}{\psi d}=2\pi\left(\frac{\psi_2}{\psi}\right)^2 .
\label{eq:kappa}
\end{equation}
The last form uses $r_m\psi=\sqrt{A/E}=d\psi_2^2$. Because $E_\perp\propto\theta^2$ far from the row, the relative change of exit angle has half this amplitude, $\pi\kappa e^{-\kappa}$.

Iteration of the map over 48 entry phases confirms the exponential. For $\kappa=3\pi$, $4\pi$ and $5\pi$ the largest relative change is $4.7\times10^{-3}$, $2.5\times10^{-4}$ and $1.3\times10^{-5}$. These values exceed the first-order amplitude by factors of 1.96, 1.84 and 1.80, so the estimate gives the decay but not the prefactor. At $\psi=\psi_2$, where $\kappa=2\pi$, the map gives a change of 11\,\%, whereas the first-order amplitude is only 3.7\,\%. The first-order formula is thus too low by a factor of 3.1 there and should not be used to find the size of the change at the critical angle. At $\sqrt2\,\psi_2$ the largest change among the sampled phases is 7.6 times the entry angle. The wall is good to about a tenth at $\psi_2$ and is lost shortly above it.

The same map, now with the full potential \eqref{eq:string}, gives a critical angle if a 10\,\% change of exit angle is taken as the threshold. Between $10^{-5}E'$ and $10^{-4}E'$ its exponent is $-0.249$, and between $10^2E'$ and $10^3E'$ it is $-0.442$. (The lowest energies test the scaling of the map; they are no physical channelling energies.) The ratio of this angle to $\psi_c$ is close to 1 at the low end, 1.36 at $E'$ and 1.22 at $10^3E'$. For fixed atoms the simple criterion is therefore cautious near and above the crossover. This does not carry over to a real crystal: there $d\psi_c$ falls to the size of the thermal displacements and, at still higher energy, below it. The map omits these displacements, which then limit $r_m$.

A further comparison separates correlation from barrier height. Hold $E=10^{-4}E'$ and the function $U(r)$ fixed, and halve only the distance between kicks. With spacing $\ell$, the tail criterion $E\psi^2=A/(\ell\psi)^2$ gives $\psi\propto\ell^{-1/2}$, a rise by $\sqrt2=1.414$. The map gives 1.419. The barrier was unchanged, so the limit came from the spacing of the collisions.

\subsection{Boron in silicon along $\langle100\rangle$}

For boron ($Z_1=5$) in silicon ($Z_2=14$), a $\langle100\rangle$ row has one atom per cube edge, $d=0.5431$ nm. The inputs are $Z_1Z_2e^2=100.8$ eV\,nm, $a=0.01585$ nm and $Ca=0.02746$ nm. Equation \eqref{eq:cross} gives $E'=436$ keV, so implants of a few keV lie far below the crossover. At 1 keV,
\begin{align}
\psi_1&=\sqrt{\frac{2(100.8)}{(1000)(0.5431)}}=0.609\ \text{rad}=34.9^\circ,\\
\psi_2&=\sqrt{\frac{(0.02746)(0.609)}{\sqrt2\,(0.5431)}}=0.148\ \text{rad}=8.5^\circ .
\end{align}
The full criterion \eqref{eq:full} gives $\psi_c=0.1455$ rad $=8.3^\circ$, with closest approach $d\psi_c=0.079$ nm. As a check, $U(0.079\ \text{nm})=21.2$ eV, equal to $E\psi_c^2=1000\times0.1455^2$ eV. The high-energy formula would overestimate the angle fourfold.

From 1 to 20 keV, $\psi_c$ falls from $8.3^\circ$ to $3.8^\circ$, a factor of 2.2. A fourth-root law gives $20^{1/4}=2.1$ and a square-root law 4.5. The local exponent runs from $-0.257$ to $-0.278$.

These numbers rest on the tail of the standard potential, whereas a real atom is screened more strongly at large distance. The ZBL universal potential multiplies $Z_1Z_2e^2/R$ by a sum of four exponentials $c_ie^{-b_iR/a_u}$, where $a_u$ is its own screening length. Averaging along the row turns each term into a modified Bessel function,
\begin{equation}
U_{\rm ZBL}(r)=\frac{2Z_1Z_2e^2}{d}\sum_{i=1}^4c_iK_0\!\left(\frac{b_ir}{a_u}\right).
\end{equation}
With this potential \eqref{eq:crit} gives $7.5^\circ$ at 1 keV and $3.5^\circ$ at 20 keV. The exponent drifts from $-0.230$ to $-0.279$ and passes $-1/4$ between 2 and 5 keV. The value $-1/4$ is not a low-energy limit here: $s$ keeps growing with distance, and by \eqref{eq:exp} the exponent moves on towards zero. Nor does the criterion establish a fourth-root law for this potential, because the length $r_m/\psi$ in \eqref{eq:corr} was derived for the inverse-square tail. Iterating the map \eqref{eq:map} with the ZBL row potential and the 10\,\% threshold gives $7.0^\circ$ at 1 keV and $4.1^\circ$ at 20 keV, a mean exponent of only $-0.18$. With the standard potential the same calculation gives $-0.23$. For atoms held at their lattice sites, the criterion thus gives the approximate size of the angle but overstates its energy dependence in this range, more so for the ZBL potential. This does not carry over to a vibrating crystal: thermal displacements disturb the reflection more at 20 keV, where the ion turns closer to the row, than at 1 keV, and so steepen the dependence again.

\subsection{The tilted wafer and the limits of the model}

Wafers with a (100) surface are commonly tilted by about $7^\circ$ during implantation to reduce channelling. Equation \eqref{eq:crit} can be solved directly for the energy at which a tilt $\psi$ equals the critical angle, $E=U(d\psi)/\psi^2$. For $\psi=7^\circ=0.1222$ rad the standard potential gives 2.0 keV and the ZBL potential 1.3 keV. In the isolated-row model, boron somewhat below that energy can still be reflected by a row it was meant to avoid. Real crystals break the assumption of an isolated row. If the ZBL potentials of all parallel rows are added and the barrier is measured from the channel centre, 0.136 nm from the nearest row, the energy drops to 0.9 keV. At 1 keV the critical angle is then $6.9^\circ$, just below the tilt. The estimates thus range from 0.9 to 2.0 keV, depending on the potential and the neighbours. They concern reflection by one row and do not show that an ion stays steered through the whole lattice, where separate kicks from neighbouring rows also disturb its path. Nor do they predict a dopant profile, which also depends on damage, surface layers, planar channels and scattering into channels below the surface.

Other omissions can be sized at 1 keV and $\psi=\psi_c$ of the standard potential:

\begin{itemize}
\item \textit{Thermal motion.} A rough rms displacement of 0.008 nm in one direction changes a single kick at closest approach by about 28\,\%. This is the largest effect in this list. It blurs the threshold and moves it down: with random in-plane displacements of this size added to the map, the rms change of the exit angle reaches 10\,\% near $0.8\,\psi_c$ at 1 keV and near $0.6\,\psi_c$ at 20 keV.
\item \textit{Impulse approximation.} The kick at closest approach is 0.1375 rad, against 0.1258 rad for exact scattering by a fixed atom and 0.1219 rad when the silicon atom is free to recoil. It is thus 9\,\% too large from the impulse approximation alone and 13\,\% too large once recoil is included. This error of a single kick does not give the shift of the critical angle, which depends on the whole path.
\item \textit{Energy loss.} Recoil in that collision takes 0.6\,\% of $E$, and electronic stopping, in the Lindhard--Scharff estimate, 1.1\,\% per spacing.
\item \textit{Wave effects.} The diffraction angle $\hbar/(M_1vr_m)$ is 0.4\,\% of $\psi_c$.
\end{itemize}

Integration of Newton's equation past a row of fixed atoms with potential \eqref{eq:atom}, without the impulse approximation, supports the criterion at this energy. For eight entry phases the exit angle differs from the entry angle by at most 5\,\% at $\psi_c$. At $1.5\,\psi_c$ the transverse velocity changes by up to 2.8 times its entry value, and the exit angle differs from the entry angle by more than three times the latter.

The single-row picture also has a lower end. The turning distance $d\psi_2$ grows as $E^{-1/4}$ and reaches the channel centre when $\psi_2=0.136/0.543=0.25$ rad. By \eqref{eq:psi2} this happens at $(0.148/0.25)^4\times1$ keV, or about 0.1 keV. There \eqref{eq:crit} has lost its meaning. The neighbouring rows matter well before that: at 1 keV they already lower the ZBL angle from $7.5^\circ$ to $6.9^\circ$, and their influence grows as the energy falls. The remaining computed values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Input: Z1=5, Z2=14, M1=11.009 u, M2=28.085 u, d=0.5431 nm
e^2 = 1.43996 eV nm;  Z1 Z2 e^2 = 100.80 eV nm
Screening length a = 0.01585 nm;  C a = 0.02746 nm
Crossover energy E' = 435.6 keV
E(keV) psi_1(deg) psi_2(deg) full(deg) ZBL(deg) r_min(nm) exponent ZBL-exponent
    1    34.91     8.46     8.34     7.50   0.0790   -0.257   -0.230
    2    24.68     7.11     6.97     6.37   0.0661   -0.260   -0.240
    5    15.61     5.65     5.48     5.08   0.0519   -0.265   -0.255
   10    11.04     4.76     4.55     4.24   0.0431   -0.271   -0.266
   20     7.81     4.00     3.76     3.51   0.0357   -0.278   -0.279
Criterion exponent at E/E' = 0.0001: -0.2515
Criterion exponent at E/E' = 1: -0.3324
Criterion exponent at E/E' = 1000: -0.4358
Energy below which a 7 deg tilt is inside the critical angle (keV):
  inverse-square tail 2.13, full standard 1.97, ZBL 1.34, ZBL with neighbours 0.91
Pure-tail map: psi/psi_2, exit-angle spread, first-order value, their ratio
  0.8165  4.684e-03  2.389e-03  1.960
  0.7071  2.532e-04  1.377e-04  1.839
  0.6325  1.336e-05  7.437e-06  1.797
Decay rate of ln(spread/kappa) per unit kappa: -1.0138
Spread at psi = psi_2: map 0.1135, first order 0.0369
  ratio to first order: at entry angle 3.078, at mean angle 1.687
Spread at psi/psi_2 = 1.414 (48 phases): 7.60
Map critical angle (10% spread) over criterion angle:
  E/E' = 1e-05: 0.994
  E/E' = 0.0001: 0.998
  E/E' = 0.01: 1.060
  E/E' = 1: 1.361
  E/E' = 100: 1.265
  E/E' = 1000: 1.220
Map exponent, E/E' = 1e-5 to 1e-4: -0.2489
Map exponent, E/E' = 1e2 to 1e3: -0.4418
Angle ratio when only the spacing is halved: 1.4194
Row of atoms, 1 keV: spread at 1.0 and 1.5 times criterion angle: 0.049, 2.835
Neglected effects at 1 keV, at the criterion angle:
  U(r_min) = 21.16 eV;  criterion angle = 0.1455 rad
  ZBL angle with neighbouring strings = 6.88 deg
  Channel centre to nearest string = 0.1358 nm
  Rough thermal amplitude = 0.008 nm; kick fluctuation = 28.2 %
  Impulse kick = 0.1375 rad; exact laboratory angle = 0.1219 rad
  Recoil loss in that collision = 0.58 % of E
  Electronic loss per spacing (Lindhard-Scharff) = 1.11 % of E
  Reduced wavelength/(r_min psi) = 3.79e-03
\end{verbatim}
